# Density of States and Quantum Capacitance of a Kane Nonparabolic Subband: a program that tests the result

```python
"""
Result under test: for a Kane band E(1+alpha*E) = hbar^2 k^2/(2m) in a hard-wall
slab of width L, each subband has the density of states
    D(E) = m/(pi hbar^2) * (1 + 2 alpha E),   E counted from the BULK band edge,
and the degenerate quantum capacitance of one filled subband is
    C_q = e^2 m/(pi hbar^2) * sqrt(1 + 4 alpha A [(pi/L)^2 + 2 pi n]),
with A = hbar^2/(2m), n the sheet density, alpha = 1/Eg, Eg the gap.
Internal units: eV and nm. Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit, j1

# ---------------- parameters ----------------
mass, gap, width = 0.04, 0.75, 5.0        # m0, eV, nm
n_s = 0.04                                # nm^-2, equal to 4e12 cm^-2
temperature = 300.0                       # K
kappa_s, kappa_ox, eot = 14.0, 18.0, 0.7  # permittivities, nm
barrier, gap_ox = 2.2, 5.8                # oxide barrier and gap, eV
split_off = 0.35                          # eV
valley_L, mass_L, number_L = 0.5, 0.3, 4  # eV, m0, valleys

A0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
A = A0 / mass
alpha = 1 / gap
P = np.sqrt(gap * A)                              # eV nm
kB = sc.k / sc.e                                  # eV/K
cap = sc.e * 1e18 * 100                           # 1/(eV nm^2) -> uF/cm^2
coulomb = sc.e / sc.epsilon_0 * 1e9               # e^2/eps0 in eV nm


def kane_energy(k_squared):
    return (-1 + np.sqrt(1 + 4 * alpha * A * k_squared)) / (2 * alpha)


# ---------------- derived formulas for the example ----------------
kz2 = (np.pi / width)**2
E1, E2 = kane_energy(kz2), kane_energy(4 * kz2)
D_bulk = 1 / (2 * np.pi * A)
edge_factor = 1 + 2 * alpha * E1
m1, alpha1, D1 = mass * edge_factor, alpha / edge_factor, D_bulk * edge_factor
fill_factor = np.sqrt(1 + 4 * alpha1 * n_s / D1)
EF = E1 + (fill_factor - 1) / (2 * alpha1)
D_F = D_bulk * np.sqrt(1 + 4 * alpha * A * (kz2 + 2 * np.pi * n_s))
assert E2 > EF, "only one subband may be filled at zero temperature"


# ---------------- slab Hamiltonian on a staggered grid ----------------
def slab_matrix(k, h, Ec, Ev_node, Ev_half):
    """s and p_x envelopes on nodes, p_z on half nodes; s vanishes at both ends."""
    ns, nh = len(Ec), len(Ev_half)
    grad = (np.eye(nh, ns) - np.eye(nh, ns, -1)) / h
    H = np.zeros((2 * ns + nh, 2 * ns + nh))
    H[:ns, :ns] = np.diag(Ec)
    H[ns:2*ns, ns:2*ns] = np.diag(Ev_node)
    H[2*ns:, 2*ns:] = np.diag(Ev_half)
    H[:ns, ns:2*ns] = H[ns:2*ns, :ns] = P * k * np.eye(ns)
    H[2*ns:, :ns] = P * grad
    H[:ns, 2*ns:] = P * grad.T
    return H


def slab_energies(k, h, Ec, Ev_node, Ev_half):
    """Two lowest conduction energies; there is one conduction state per s node."""
    first = len(Ec) + len(Ev_half)
    return eigh(slab_matrix(k, h, Ec, Ev_node, Ev_half), eigvals_only=True,
                subset_by_index=[first, first + 1])


def slab_dos(density, grid):
    """(1/2pi) d(k^2)/dE of the lowest subband at the Fermi circle."""
    k2, d = 2 * np.pi * density, 0.01
    rise = slab_energies(np.sqrt(k2 + d), *grid)[0] \
        - slab_energies(np.sqrt(k2 - d), *grid)[0]
    return 2 * d / rise / (2 * np.pi)


N = 100
step = width / N
flat = (step, np.zeros(N - 1), -gap * np.ones(N - 1), -gap * np.ones(N))
slab_edge = slab_energies(0.0, *flat)[0]
slab_error = 0.0
for k in (0.0, 0.25, 0.5, 0.8):
    numeric = slab_energies(k, *flat)
    formula = kane_energy(np.array([kz2, 4 * kz2]) + k**2)
    slab_error = max(slab_error, np.max(abs(numeric - formula)))
    if k > 0:
        eps = numeric[0] - slab_edge
        assert abs(eps * (1 + alpha1 * eps) / (A0 * k**2 / m1) - 1) < 1e-3
assert slab_error < 5e-4      # second-order grid error

# ---------------- density of states by counting lattice states ----------------
dk = 0.003
axis = dk * np.arange(-200, 201)
kx, ky = (a.ravel() for a in np.meshgrid(axis, axis))
bloch = np.zeros((kx.size, 4, 4))
for i, comp in enumerate((kx, ky, np.full(kx.size, np.pi / width)), start=1):
    bloch[:, 0, i] = bloch[:, i, 0] = P * comp
    bloch[:, i, i] = -gap
top = np.linalg.eigvalsh(bloch)[:, -1]
half_window = 0.03
count = np.count_nonzero(abs(top - EF) < half_window)
D_count = 2 * count * (dk / (2 * np.pi))**2 / (2 * half_window)
assert abs(D_count / D_F - 1) < 5e-3      # lattice points on the ring edges

# ---------------- Fermi integrals over k ----------------
gx, gw = np.polynomial.legendre.leggauss(20)
edges = np.linspace(0, 12, 201)
mid, half = (edges[1:] + edges[:-1]) / 2, (edges[1:] - edges[:-1]) / 2
u_nodes = (mid[:, None] + half[:, None] * gx).ravel()     # in-plane k squared
u_weights = (half[:, None] * gw).ravel()


def density(mu, T, subbands=1):
    return sum(np.dot(u_weights, expit((mu - kane_energy(u_nodes + j*j*kz2)) / (kB*T)))
               for j in range(1, subbands + 1)) / (2 * np.pi)


def compressibility(mu, T, subbands=1):
    d = 1e-4
    return (density(mu + d, T, subbands) - density(mu - d, T, subbands)) / (2 * d)


for mu in (E1 - 0.02, E1 + 0.03, EF):
    kT = kB * temperature
    eta = (mu - E1) / kT
    closed = D1 * (expit(eta) + 2 * alpha1 * kT * np.log1p(np.exp(eta)))
    assert abs(compressibility(mu, temperature) / closed - 1) < 1e-5

T_cold = 100.0
mu_cold = brentq(lambda x: density(x, T_cold) - n_s, E1, E2, xtol=1e-13)
cold_numeric = compressibility(mu_cold, T_cold)
cold_formula = D1 * np.sqrt(1 + 4 * alpha1 * n_s / D1
                            - 4 * np.pi**2 / 3 * (alpha1 * kB * T_cold)**2)
assert abs(cold_numeric / cold_formula - 1) < 2e-6   # omitted terms ~ exp(-eta)
assert abs(D_F / cold_formula - 1) > 1e-4            # the thermal term is resolved

mu_hot = brentq(lambda x: density(x, temperature, 2) - n_s, E1 - 0.1, E2, xtol=1e-13)
D_hot = compressibility(mu_hot, temperature, 2)
n_second = density(mu_hot, temperature, 2) - density(mu_hot, temperature, 1)

# ---------------- finite oxide barriers on both faces ----------------
N_wide = 160                                          # 1.5 nm of oxide per side
z_node = step * np.arange(1, N_wide) - 1.5
z_half = step * (np.arange(N_wide) + 0.5) - 1.5


def in_oxide(z):
    """1 in oxide, 0 in channel, 1/2 for a node on an interface."""
    return 0.5 * (1 + np.sign(np.round(abs(z - width / 2) - width / 2, 9)))


shift_v = -(gap_ox - barrier) + gap
soft = (step, barrier * in_oxide(z_node), -gap + shift_v * in_oxide(z_node),
        -gap + shift_v * in_oxide(z_half))
E1_soft, E2_soft = slab_energies(0.0, *soft)
EF_soft = slab_energies(np.sqrt(2 * np.pi * n_s), *soft)[0]
D_soft = slab_dos(n_s, soft)


# ---------------- self-consistent band bending, field zero at the back ----------
def bent_grid(dens):
    """Slab grid with the electron's own potential, zero at the gate-side face."""
    v_node, v_half = np.zeros(N - 1), np.zeros(N)
    for _ in range(25):
        grid = (step, v_node, v_node - gap, v_half - gap)
        first = 2 * N - 1
        vec = eigh(slab_matrix(np.sqrt(np.pi * dens), *grid),
                   subset_by_index=[first, first])[1][:, 0]**2
        node = np.concatenate(([0], vec[:N-1] + vec[N-1:2*N-2], [0]))
        cell = vec[2*N-2:] + (node[1:] + node[:-1]) / 2
        field = 1 - np.concatenate(([0], np.cumsum(cell)))
        v = coulomb * dens / kappa_s * step * np.concatenate(
            ([0], np.cumsum((field[1:] + field[:-1]) / 2)))
        v_node, v_half = v[1:-1], (v[1:] + v[:-1]) / 2
    return (step, v_node, v_node - gap, v_half - gap), v[-1]


def bent_fermi(dens):
    return slab_energies(np.sqrt(2 * np.pi * dens), *bent_grid(dens)[0])[0]


grid_bent, drop = bent_grid(n_s)
D_bent = slab_dos(n_s, grid_bent)
inverse_total = (bent_fermi(n_s + 0.002) - bent_fermi(n_s - 0.002)) / 0.004
inverse_cent = coulomb / kappa_s * width * (1/3 + 5 / (8 * np.pi**2))
inverse_series = 1 / D_F + inverse_cent
# first-order electrostatics omits polarization and the p-like charge
assert abs(inverse_total / inverse_series - 1) < 0.10


# ---------------- split-off band and free-electron term ----------------
P2_so = (A - A0) * gap * (gap + split_off) / (gap + 2 * split_off / 3)


def full_kane(k2):
    def secular(e):
        return e * (e + gap) * (e + gap + split_off) \
            - P2_so * k2 * (e + gap + 2 * split_off / 3)
    return brentq(secular, 0, 5, xtol=1e-14) + A0 * k2


k2_total = kz2 + 2 * np.pi * n_s
D_so = 2e-3 / (full_kane(k2_total + 1e-3) - full_kane(k2_total - 1e-3)) / (2 * np.pi)

# ---------------- satellite valleys and exchange ----------------
E_L = valley_L + A0 / mass_L * kz2
D_L = number_L * mass_L / (2 * np.pi * A0) * expit((mu_hot - E_L) / (kB * temperature))

e2 = coulomb / (4 * np.pi * kappa_s)                  # eV nm
slope_x = -e2 * np.sqrt(2 / (np.pi * n_s))
hole = quad(lambda x: (j1(x) / x)**2, 1e-12, 200, limit=500)[0]


def exchange_per_area(dens):
    return -dens * 2 * np.pi * dens * e2 * hole / np.sqrt(2 * np.pi * dens)


d = 1e-3 * n_s
slope_numeric = (exchange_per_area(n_s + d) - 2 * exchange_per_area(n_s)
                 + exchange_per_area(n_s - d)) / d**2
assert abs(slope_numeric / slope_x - 1) < 1e-3
D_x = 1 / (1 / D_F + slope_x)

# ---------------- gate stack ----------------
C_ox = 3.9 * sc.epsilon_0 / (eot * 1e-9) * 100        # uF/cm^2
C_cent = cap / inverse_cent


def gate(dos):
    return 1 / (1 / C_ox + 1 / C_cent + 1 / (cap * dos))


charge = sc.e * n_s * 1e18                            # C/m^2
field_ox = charge / (kappa_ox * sc.epsilon_0) / 1e8   # MV/cm


def change(dos):
    return 100 * (dos / D_F - 1)


# ---------------- output ----------------
print(f"edge mass {mass} m0, gap {gap} eV, alpha {alpha:.4f} 1/eV")
print(f"width {width} nm, density {n_s*1e14:.2e} cm^-2, temperature {temperature} K")
print(f"hbar^2/2m = {A:.4f} eV nm^2, P = {P:.4f} eV nm")
print(f"confinement k_z^2 = {kz2:.4f} nm^-2, filling 2 pi n = {2*np.pi*n_s:.4f} nm^-2")
print(f"subband edges E1 = {E1:.4f} eV, E2 = {E2:.4f} eV")
print(f"subband mass m1 = {m1:.5f} m0, alpha1 = {alpha1:.4f} 1/eV")
print(f"Fermi energy from bulk edge {EF:.4f} eV, from E1 {EF-E1:.4f} eV")
print(f"parabolic (mass m) filling energy n/D = {n_s/D_bulk:.4f} eV")
print(f"DOS m/(pi hbar^2) = {D_bulk:.4f} per eV nm^2")
print(f"DOS at E1 = {D1:.4f}, at E_F = {D_F:.4f} per eV nm^2")
print(f"DOS at E_F by counting {count} lattice points = {D_count:.4f} per eV nm^2")
print(f"largest slab dispersion error = {slab_error*1e3:.3f} meV")
print(f"C_q parabolic, bulk edge mass = {cap*D_bulk:.3f} uF/cm^2")
print(f"C_q parabolic, subband mass m1 = {cap*D1:.3f} uF/cm^2")
print(f"C_q Kane, T = 0 = {cap*D_F:.3f} uF/cm^2 = {cap*D_F/100:.5f} F/m^2")
print(f"factors: confinement {edge_factor:.4f}, filling {fill_factor:.4f}, "
      f"product {edge_factor*fill_factor:.4f}")
print(f"C_q to first order in n = {cap*D1*(1+2*alpha1*n_s/D1):.3f} uF/cm^2")
for dens in (0.01, 0.02, 0.03):
    print(f"C_q Kane, T = 0, n = {dens*1e14:.0e} cm^-2: "
          f"{cap*D1*np.sqrt(1+4*alpha1*dens/D1):.3f} uF/cm^2")
print(f"fixed-n thermal change at {T_cold:.0f} K: formula {change(cold_formula):.4f} %, "
      f"numeric {change(cold_numeric):.4f} %")
print(f"C_ox = {C_ox:.3f}, C_cent = {C_cent:.3f} uF/cm^2 (EOT {eot} nm)")
print(f"gate capacitance: parabolic bulk mass {gate(D_bulk):.3f}, "
      f"Kane {gate(D_F):.3f} uF/cm^2")
print(f"gate capacitance gain from nonparabolicity = {100*(gate(D_F)/gate(D_bulk)-1):.1f} %")
print(f"channel capacitance (C_cent and C_q): series {cap/inverse_series:.3f}, "
      f"self-consistent {cap/inverse_total:.3f} uF/cm^2")
print("Neglected effects, each alone, as change of C_q:")
print(f"  300 K with two subbands: {change(D_hot):.2f} %, mu = {mu_hot:.4f} eV")
print(f"  share of electrons in subband 2 at 300 K: {100*n_second/n_s:.4f} %")
print(f"  oxide barrier {barrier} eV, oxide gap {gap_ox} eV: {change(D_soft):.2f} %")
print(f"    its E1 = {E1_soft:.4f}, E2 = {E2_soft:.4f}, E_F = {EF_soft:.4f} eV, "
      f"C_q = {cap*D_soft:.3f} uF/cm^2")
print(f"  band bending, drop {drop:.4f} eV over channel: {change(D_bent):.2f} %")
print(f"  split-off band ({split_off} eV) and free-electron term: {change(D_so):.2f} %")
print(f"  L valleys ({number_L}, {mass_L} m0, {valley_L} eV), edge {E_L:.4f} eV: "
      f"{100*D_L/D_F:+.2f} %")
print(f"  exchange, strict 2D limit: {change(D_x):+.2f} %")
print(f"sheet charge {charge*100:.3f} uC/cm^2, field in oxide {field_ox:.3f} MV/cm "
      f"(permittivity {kappa_ox})")
print("all tests passed")
```

Running it gives:

```
edge mass 0.04 m0, gap 0.75 eV, alpha 1.3333 1/eV
width 5.0 nm, density 4.00e+12 cm^-2, temperature 300.0 K
hbar^2/2m = 0.9525 eV nm^2, P = 0.8452 eV nm
confinement k_z^2 = 0.3948 nm^-2, filling 2 pi n = 0.2513 nm^-2
subband edges E1 = 0.2751 eV, E2 = 0.7514 eV
subband mass m1 = 0.06935 m0, alpha1 = 0.7691 1/eV
Fermi energy from bulk edge 0.4010 eV, from E1 0.1259 eV
parabolic (mass m) filling energy n/D = 0.2394 eV
DOS m/(pi hbar^2) = 0.1671 per eV nm^2
DOS at E1 = 0.2897, at E_F = 0.3458 per eV nm^2
DOS at E_F by counting 45484 lattice points = 0.3456 per eV nm^2
largest slab dispersion error = 0.165 meV
C_q parabolic, bulk edge mass = 2.677 uF/cm^2
C_q parabolic, subband mass m1 = 4.641 uF/cm^2
C_q Kane, T = 0 = 5.540 uF/cm^2 = 0.05540 F/m^2
factors: confinement 1.7336, filling 1.1937, product 2.0694
C_q to first order in n = 5.627 uF/cm^2
C_q Kane, T = 0, n = 1e+12 cm^-2: 4.881 uF/cm^2
C_q Kane, T = 0, n = 2e+12 cm^-2: 5.110 uF/cm^2
C_q Kane, T = 0, n = 3e+12 cm^-2: 5.329 uF/cm^2
fixed-n thermal change at 100 K: formula -0.0203 %, numeric -0.0203 %
C_ox = 4.933, C_cent = 6.250 uF/cm^2 (EOT 0.7 nm)
gate capacitance: parabolic bulk mass 1.358, Kane 1.841 uF/cm^2
gate capacitance gain from nonparabolicity = 35.5 %
channel capacitance (C_cent and C_q): series 2.937, self-consistent 3.108 uF/cm^2
Neglected effects, each alone, as change of C_q:
  300 K with two subbands: -0.86 %, mu = 0.3994 eV
  share of electrons in subband 2 at 300 K: 0.0000 %
  oxide barrier 2.2 eV, oxide gap 5.8 eV: -15.64 %
    its E1 = 0.1466, E2 = 0.5075, E_F = 0.3030 eV, C_q = 4.673 uF/cm^2
  band bending, drop 0.1250 eV over channel: -0.45 %
  split-off band (0.35 eV) and free-electron term: -8.56 %
  L valleys (4, 0.3 m0, 0.5 eV), edge 0.5501 eV: +4.25 %
  exchange, strict 2D limit: +16.53 %
sheet charge 0.641 uC/cm^2, field in oxide 0.402 MV/cm (permittivity 18.0)
all tests passed
```
